**Troullier-Martins pseudopotentials for silicon, tested on excited configurations**

The program builds pseudo-orbitals $u=r^{l+1}e^{p(r)}$ inside the matching radius $r_c$, where $l$ is the angular momentum and $p$ is an even polynomial with seven coefficients. It inverts the radial equation to $V=\varepsilon+(l+1)p'/r+(p''+p'^2)/2$, with $\varepsilon$ the orbital eigenvalue, and subtracts the valence screening. It asserts that the radial solver reproduces hydrogenic energies, that the density functional agrees with libxc, and that total energies agree with integrated eigenvalues. For the potentials at $r_c=1.9$ bohr it asserts that diagonalization returns the reference eigenvalues and orbitals, that the potential has the expected order of contact at $r_c$ and flatness at the origin, and that the energy slope of $u'/u$ follows the norm inside $r_c$, also when that norm is deliberately wrong. Further assertions cover the $-4/r$ ionic tail and the return of a disturbed pseudo-atom to its reference eigenvalues. Four configuration energies at $r_c=1.9$ bohr must agree with all-electron differences within 1%, with and without the core density in exchange-correlation. The output shows errors from 0.13 to 1.49 mHa without the core density and from 0.08 to 0.82 mHa with it. At $r_c=2.4$ bohr two errors are smaller in magnitude and two are larger than at 1.9 bohr without the core density.

## Numerical check

```python
"""
Troullier-Martins pseudopotentials for silicon, tested on excited configurations.

Result under test: inside rc the pseudo-orbital is u = r^(l+1) exp(p(r)), with
p = c0 + c2 r^2 + ... + c12 r^12. Norm conservation, continuity of u and four
derivatives at rc, and zero curvature of the screened potential at r = 0 fix p.
The screened potential is V = eps + (l+1) p'/r + (p'' + p'^2)/2. Subtracting the
valence Hartree and exchange-correlation potentials gives the ionic potential,
which should reproduce all-electron energy differences between configurations.

Symbols: r radius, l angular momentum, eps eigenvalue, u = r R radial orbital,
n = 4 pi r^2 rho radial density. Hartree atomic units throughout.
Model: non-relativistic, spherical, spin-unpolarized LDA (Slater + Perdew-Wang).
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
Z, Z_VALENCE = 14, 4


def lobatto(order):
    """Nodes, Legendre values, weights and derivative matrix on [-1, 1]."""
    x = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
    leg = eval_legendre(order, x)
    weight = 2 / (order * (order + 1) * leg**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    d = leg[:, None] / leg[None, :] / gap
    np.fill_diagonal(d, 0.0)
    np.fill_diagonal(d, -d.sum(axis=1))
    return x, leg, weight, d


# Global radial grid: r = SCALE (1+x)/(1-x+alpha), orbitals vanish at both ends.
ORDER, SCALE, R_MAX = 180, 2.0, 40.0
alpha = 2 * SCALE / R_MAX
x_nodes, leg_nodes, x_weight, d_matrix = lobatto(ORDER)
jacobian = SCALE * (2 + alpha) / (1 - x_nodes + alpha)**2
stiffness = d_matrix.T @ ((x_weight / jacobian)[:, None] * d_matrix)
r = (SCALE * (1 + x_nodes) / (1 - x_nodes + alpha))[1:-1]
w = (x_weight * jacobian)[1:-1]
kinetic = 0.5 * stiffness[1:-1, 1:-1] / np.sqrt(np.outer(w, w))
kinetic = 0.5 * (kinetic + kinetic.T)
poisson_inverse = np.linalg.inv(stiffness[1:-1, 1:-1])
sign_index = np.argmin(abs(r - 3.0))


def pad(values, end=0.0):
    return np.concatenate(([0.0], values, [end]))


def interpolate(full_values, radius):
    """Barycentric interpolation from all grid nodes, end points included."""
    radius = np.atleast_1d(radius)
    x = (radius * (1 + alpha) - SCALE) / (SCALE + radius)
    gap = x[:, None] - x_nodes[None, :]
    gap[gap == 0] = 1e-30
    kernel = 1 / (leg_nodes * gap)
    return kernel @ full_values / kernel.sum(axis=1)


def lda(rho):
    """Exchange-correlation energy per electron and potential."""
    rho = np.maximum(rho, 1e-30)
    ex = -0.75 * (3 * rho / np.pi)**(1 / 3)
    rs = (3 / (4 * np.pi * rho))**(1 / 3)
    a, a1, b1, b2, b3, b4 = 0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    q = 2 * a * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dq = 2 * a * (0.5 * b1 / s + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log_term = np.log1p(1 / q)
    ec = -2 * a * (1 + a1 * rs) * log_term
    dec = -2 * a * a1 * log_term + 2 * a * (1 + a1 * rs) * dq / (q * q + q)
    return ex + ec, 4 * ex / 3 + ec - rs * dec / 3


def hartree(n):
    """Return r V_H at the interior nodes and the total charge."""
    charge = np.sum(w * n)
    source = w * n / r - stiffness[1:-1, -1] * charge
    return poisson_inverse @ source, charge


def radial_states(l, potential, count):
    h = kinetic + np.diag(potential + l * (l + 1) / (2 * r**2))
    eps, vec = eigh(h, subset_by_index=[0, count - 1])
    u = vec.T / np.sqrt(w)
    return eps, u * np.where(u[:, sign_index] < 0, -1.0, 1.0)[:, None]


def scf(occupations, external, start, core=0.0):
    """Self-consistent atom; core is a fixed density seen only by the xc term."""
    v, old_v, old_f, mix = start.copy(), [], [], 0.4
    for _ in range(100):
        states = [radial_states(l, external[l] + v, len(f))
                  for l, f in enumerate(occupations)]
        n = sum(np.array(f) @ s[1]**2 for f, s in zip(occupations, states))
        rv_h, charge = hartree(n)
        e_xc, v_xc = lda((n + core) / (4 * np.pi * r**2))
        residual = rv_h / r + v_xc - v
        if np.sum(w * n * abs(residual)) < 1e-6:
            break
        old_v, old_f = (old_v + [v])[-6:], (old_f + [residual])[-6:]
        new_v = v + mix * residual
        if len(old_f) > 1:
            df = np.array([residual - f for f in old_f[:-1]]).T
            dv = np.array([v - g for g in old_v[:-1]]).T
            metric = np.sqrt(w)
            gamma = np.linalg.lstsq(df * metric[:, None], residual * metric,
                                    rcond=None)[0]
            new_v = new_v - (dv + mix * df) @ gamma
        v = new_v
    else:
        raise RuntimeError("self-consistency not reached")
    band = sum(np.dot(f, s[0]) for f, s in zip(occupations, states))
    energy = (band - np.sum(w * n * v) + 0.5 * np.sum(w * n * rv_h / r)
              + np.sum(w * (n + core) * e_xc))
    return SimpleNamespace(energy=energy, eps=[s[0] for s in states],
                           u=[s[1] for s in states], n=n, rv_h=rv_h,
                           charge=charge, screening=rv_h / r + v_xc)


# Checks of the solver and of the density functional.
hydrogenic = radial_states(0, -Z / r, 3)[0]
assert np.allclose(hydrogenic, [-Z**2 / (2 * k**2) for k in (1, 2, 3)], atol=2e-6)
sample = np.array([1e-3, 1e-2, 0.1, 1.0, 10.0])
lib_e, lib_v = libxc.eval_xc("LDA_X,LDA_C_PW", sample, spin=0, deriv=1)[:2]
own_e, own_v = lda(sample)
assert np.allclose(own_e, lib_e, atol=1e-5) and np.allclose(own_v, lib_v[0], atol=1e-5)

# All-electron atoms.
nuclear = [-Z / r, -Z / r]


def all_electron(fs, fp, start):
    return scf([[2, 2, fs], [6, fp]], nuclear, start)


ref = all_electron(2, 2, 13 * (1 - np.exp(-3 * r)) / r)
partial = [all_electron(2, f, ref.screening) for f in (1.6, 1.8)]
energy_change = ref.energy - partial[0].energy
eigenvalue_integral = 0.4 / 6 * (partial[0].eps[1][1] + 4 * partial[1].eps[1][1]
                                 + ref.eps[1][1])
assert abs(energy_change - eigenvalue_integral) < 1e-5
valence_eps = [ref.eps[0][2], ref.eps[1][1]]
valence_u = [ref.u[0][2], ref.u[1][1]]
core_n = 2 * ref.u[0][0]**2 + 2 * ref.u[0][1]**2 + 6 * ref.u[1][0]**2


def ae_potential(radius):
    """Reference all-electron screened potential at any radius > 0."""
    radius = np.atleast_1d(radius)
    rho = interpolate(pad(ref.n), radius) / (4 * np.pi * radius**2)
    rv_h = interpolate(pad(ref.rv_h, ref.charge), radius)
    return (rv_h - Z) / radius + lda(rho)[1]


POWERS = np.arange(0, 13, 2)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(100)


def inverted_potential(radius, l, rc, eps, a):
    """Screened potential from p = sum a_k (r/rc)^k by radial inversion."""
    k = POWERS[1:]
    terms = (np.atleast_1d(radius) / rc)[:, None]**(k - 2)
    dp_over_r = terms @ (k * a[1:]) / rc**2
    d2p = terms @ (k * (k - 1) * a[1:]) / rc**2
    return eps + (l + 1) * dp_over_r + 0.5 * (d2p + (radius * dp_over_r)**2)


def troullier_martins(l, rc, norm_factor=1.0):
    """Solve the seven conditions; norm_factor != 1 breaks norm conservation."""
    eps, u = valence_eps[l], valence_u[l]
    u_c = interpolate(pad(u), rc)[0]
    du_c = interpolate(d_matrix @ pad(u) / jacobian, rc)[0]
    window = rc + 0.1 * np.cos(np.pi * (np.arange(13) + 0.5) / 13)
    fit = np.polynomial.Polynomial.fit(window, ae_potential(window), 8)
    v0, v1, v2 = fit(rc), fit.deriv(1)(rc), fit.deriv(2)(rc)
    m = l + 1
    p0 = np.log(u_c / rc**m)
    p1 = du_c / u_c - m / rc
    p2 = 2 * (v0 - eps) - 2 * m * p1 / rc - p1**2
    p3 = 2 * v1 + 2 * m * p1 / rc**2 - 2 * m * p2 / rc - 2 * p1 * p2
    p4 = (2 * v2 - 4 * m * p1 / rc**3 + 4 * m * p2 / rc**2 - 2 * m * p3 / rc
          - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([p0, p1, p2, p3, p4]) * rc**np.arange(5)
    matrix = np.ones((5, 7))
    for order in range(1, 5):
        matrix[order] = matrix[order - 1] * (POWERS - order + 1)
    radius, weight = 0.5 * rc * (1 + gauss_x), 0.5 * rc * gauss_w
    norm = np.sum(weight * interpolate(pad(u), radius)**2)
    free = [0, 3, 4, 5, 6]

    def coefficients(a2):
        a = np.zeros(7)
        a[1], a[2] = a2, -a2**2 / (2 * l + 5)
        a[free] = np.linalg.solve(matrix[:, free], target - matrix @ a)
        return a

    def mismatch(a2):
        p = (radius / rc)[:, None]**POWERS @ coefficients(a2)
        pseudo_norm = np.sum(weight * radius**(2 * m) * np.exp(2 * p))
        return np.log(pseudo_norm / (norm_factor * norm))

    trial = np.linspace(-10, 10, 201)
    value = np.array([mismatch(t) for t in trial])
    brackets = np.where(value[:-1] * value[1:] < 0)[0]
    assert len(brackets) > 0
    roots = [brentq(mismatch, trial[i], trial[i + 1], xtol=1e-13) for i in brackets]
    a = coefficients(min(roots, key=abs))
    inside = r <= rc
    u_ps, v_scr = u.copy(), -Z / r + ref.screening
    u_ps[inside] = r[inside]**m * np.exp((r[inside] / rc)[:, None]**POWERS @ a)
    v_scr[inside] = inverted_potential(r[inside], l, rc, eps, a)
    return SimpleNamespace(a=a, u=u_ps, v=v_scr, norm=norm, u_c=u_c,
                           roots=len(roots), log_slope=du_c / u_c)


inner_x, _, inner_weight, inner_d = lobatto(80)


def log_derivative(l, rc, energy, potential):
    """u'/u at rc from the boundary-value problem on [0, rc]."""
    radius = 0.5 * rc * (1 + inner_x[1:])
    a = 0.5 * inner_d.T @ ((inner_weight * 2 / rc)[:, None] * inner_d)
    a = a[1:, 1:] + np.diag(inner_weight[1:] * rc / 2 * (
        potential(radius) + l * (l + 1) / (2 * radius**2) - energy))
    return 2 * (a[-1, -1] - a[-1, :-1] @ np.linalg.solve(a[:-1, :-1], a[:-1, -1]))


def energy_slope(l, rc, potential, step=0.004):
    eps = valence_eps[l]
    return (log_derivative(l, rc, eps + step, potential)
            - log_derivative(l, rc, eps - step, potential)) / (2 * step)


print("Silicon, LDA, energies in hartree (Ha), lengths in bohr")
print(f"all-electron reference total energy: {ref.energy:.5f} Ha")
print(f"E(3p^2)-E(3p^1.6): {energy_change:.6f} Ha;"
      f" eigenvalue integral: {eigenvalue_integral:.6f} Ha")

RC = 1.9
print(f"matching radius for s and p: {RC:.2f} bohr")
pseudo = [troullier_martins(l, RC) for l in (0, 1)]
for l, name in enumerate(("3s", "3p")):
    ps, eps = pseudo[l], valence_eps[l]
    mesh = np.linspace(0.05, 5, 2000)
    shape = interpolate(pad(valence_u[l]), mesh)
    last_node = mesh[np.where(shape[:-1] * shape[1:] < 0)[0][-1]]
    assert last_node < RC
    # Diagonalization must return the eigenvalue and the orbital.
    found, orbital = radial_states(l, ps.v, 1)
    assert abs(found[0] - eps) < 2e-5
    assert np.sum(w * (orbital[0] - ps.u)**2) < 1e-8
    assert abs(np.sum(w * ps.u**2) - 1) < 1e-5
    # Three matched orders at rc leave a cubic difference of potentials.
    near = RC - np.array([0.01, 0.005])
    contact = inverted_potential(near, l, RC, eps, ps.a) - ae_potential(near)
    contact_ratio = contact[0] / contact[1]
    assert 6.5 < contact_ratio < 9.5
    # Zero curvature at the origin leaves a quartic rise.
    v_zero, v_near, v_far = inverted_potential(
        RC * np.array([0.0, 0.02, 0.04]), l, RC, eps, ps.a)
    origin_ratio = (v_far - v_zero) / (v_near - v_zero)
    assert 14.5 < origin_ratio < 17.5
    assert abs(v_zero - eps - (2 * l + 3) * ps.a[1] / RC**2) < 1e-10
    # Scattering: norm conservation fixes the energy slope at rc.
    broken = troullier_martins(l, RC, norm_factor=0.9)
    pot_ps = lambda q: inverted_potential(q, l, RC, eps, ps.a)
    pot_broken = lambda q: inverted_potential(q, l, RC, eps, broken.a)
    for potential in (ae_potential, pot_ps, pot_broken):
        assert abs(log_derivative(l, RC, eps, potential) - ps.log_slope) < 1e-5
    slopes = [energy_slope(l, RC, q) for q in (ae_potential, pot_ps, pot_broken)]
    identity = -2 * ps.norm / ps.u_c**2
    assert abs(slopes[0] / identity - 1) < 2e-3
    assert abs(slopes[1] / identity - 1) < 2e-3
    assert abs(slopes[2] / (0.9 * identity) - 1) < 2e-3
    print(f"{name}: eigenvalue {eps:.6f} Ha, from inverted potential {found[0]:.6f} Ha")
    print(f"{name}: last node {last_node:.2f} bohr, peak {mesh[np.argmax(shape)]:.2f} bohr")
    print(f"{name}: norm inside rc {ps.norm:.6f}, u(rc) {ps.u_c:.6f} bohr^-1/2,"
          f" u'/u {ps.log_slope:.6f} bohr^-1")
    c = ps.a / RC**POWERS
    print(f"{name}: c0 {c[0]:.6f} (log of bohr^-(l+3/2)), roots found {ps.roots}")
    print(f"{name}: c2,c4,c6 = {c[1]:.6e}, {c[2]:.6e}, {c[3]:.6e} bohr^-2,-4,-6")
    print(f"{name}: c8,c10,c12 = {c[4]:.6e}, {c[5]:.6e}, {c[6]:.6e} bohr^-8,-10,-12")
    print(f"{name}: screened V(0) {v_zero:.5f} Ha; halving ratios:"
          f" rc {contact_ratio:.2f}, origin {origin_ratio:.2f}")
    print(f"{name}: d(u'/u)/dE identity {identity:.5f}, all-electron {slopes[0]:.5f},"
          f" pseudo {slopes[1]:.5f} (bohr Ha)^-1")
    print(f"{name}: same slope with norm 10% too small {slopes[2]:.5f} (bohr Ha)^-1")


def unscreen(channels, core=0.0):
    n = 2 * channels[0].u**2 + 2 * channels[1].u**2
    v_xc = lda((n + core) / (4 * np.pi * r**2))[1]
    screening = hartree(n)[0] / r + v_xc
    return [ch.v - screening for ch in channels], screening


configurations = {"3s1 3p3": (1, 3), "3s2 3p1 (+)": (2, 1),
                  "3s1 3p2 (+)": (1, 2), "3s2 3p0 (2+)": (2, 0)}
ae_difference = np.array([all_electron(*f, ref.screening).energy - ref.energy
                          for f in configurations.values()])


def pseudo_differences(channels, core=0.0):
    ionic, screening = unscreen(channels, core)
    far = (r > 6) & (r < 12)
    assert np.max(abs(r[far] * ionic[0][far] + Z_VALENCE)) < 1e-4
    assert np.max(abs(r[far] * ionic[1][far] + Z_VALENCE)) < 1e-4
    # A disturbed start must return to the reference eigenvalues.
    base = scf([[2], [2]], ionic, 0.8 * screening, core)
    shift = max(abs(base.eps[l][0] - valence_eps[l]) for l in (0, 1))
    assert shift < 3e-5
    energies = [scf([[fs], [fp]], ionic, screening, core).energy
                for fs, fp in configurations.values()]
    return np.array(energies) - base.energy, ionic, base, shift


plain, ionic, base, shift = pseudo_differences(pseudo)
with_core = pseudo_differences(pseudo, core_n)[0]
soft = pseudo_differences([troullier_martins(l, 2.4) for l in (0, 1)])[0]
print(f"ionic potential near r=0: s {ionic[0][0]:.5f} Ha, p {ionic[1][0]:.5f} Ha")
print(f"pseudo-atom reference total energy: {base.energy:.5f} Ha")
print(f"largest reference eigenvalue deviation: {shift:.1e} Ha")
print("energy above 3s2 3p2: all-electron, pseudo (Ha); all-electron, pseudo (eV)")
for name, ae, ps in zip(configurations, ae_difference, plain):
    print(f"{name}: {ae:.6f}, {ps:.6f} Ha; {ae * EV:.4f}, {ps * EV:.4f} eV")
print("pseudo minus all-electron (mHa): rc 1.9; rc 1.9 with core in xc; rc 2.4")
for i, name in enumerate(configurations):
    errors = [1000 * (d[i] - ae_difference[i]) for d in (plain, with_core, soft)]
    print(f"{name}: {errors[0]:.3f}; {errors[1]:.3f}; {errors[2]:.3f} mHa")
# The transfer is approximate; one percent is the accuracy claimed at rc = 1.9.
assert np.all(abs(plain / ae_difference - 1) < 0.01)
assert np.all(abs(with_core / ae_difference - 1) < 0.01)
print("all assertions hold")
```

Running it gives:

```
Silicon, LDA, energies in hartree (Ha), lengths in bohr
all-electron reference total energy: -288.19374 Ha
E(3p^2)-E(3p^1.6): -0.081870 Ha; eigenvalue integral: -0.081870 Ha
matching radius for s and p: 1.90 bohr
3s: eigenvalue -0.398117 Ha, from inverted potential -0.398117 Ha
3s: last node 0.72 bohr, peak 1.78 bohr
3s: norm inside rc 0.425696, u(rc) 0.731093 bohr^-1/2, u'/u -0.120657 bohr^-1
3s: c0 -1.313600 (log of bohr^-(l+3/2)), roots found 1
3s: c2,c4,c6 = 5.948584e-01, -7.077129e-02, -1.101617e-01 bohr^-2,-4,-6
3s: c8,c10,c12 = 4.674725e-02, -7.523842e-03, 4.471185e-04 bohr^-8,-10,-12
3s: screened V(0) 1.38646 Ha; halving ratios: rc 7.84, origin 15.98
3s: d(u'/u)/dE identity -1.59288, all-electron -1.59289, pseudo -1.59289 (bohr Ha)^-1
3s: same slope with norm 10% too small -1.43360 (bohr Ha)^-1
3p: eigenvalue -0.153310 Ha, from inverted potential -0.153310 Ha
3p: last node 0.72 bohr, peak 2.14 bohr
3p: norm inside rc 0.244315, u(rc) 0.608407 bohr^-1/2, u'/u 0.167544 bohr^-1
3p: c0 -0.982329 (log of bohr^-(l+3/2)), roots found 1
3p: c2,c4,c6 = -1.874149e-01, -5.017764e-03, -5.726730e-03 bohr^-2,-4,-6
3p: c8,c10,c12 = 1.657479e-03, -9.661914e-05, -4.143920e-06 bohr^-8,-10,-12
3p: screened V(0) -1.09038 Ha; halving ratios: rc 7.96, origin 15.96
3p: d(u'/u)/dE identity -1.32005, all-electron -1.32006, pseudo -1.32006 (bohr Ha)^-1
3p: same slope with norm 10% too small -1.18805 (bohr Ha)^-1
ionic potential near r=0: s -0.29867 Ha, p -2.77551 Ha
pseudo-atom reference total energy: -3.74527 Ha
largest reference eigenvalue deviation: 6.3e-07 Ha
energy above 3s2 3p2: all-electron, pseudo (Ha); all-electron, pseudo (eV)
3s1 3p3: 0.248070, 0.247936 Ha; 6.7503, 6.7467 eV
3s2 3p1 (+): 0.287877, 0.287712 Ha; 7.8335, 7.8290 eV
3s1 3p2 (+): 0.557985, 0.557453 Ha; 15.1835, 15.1691 eV
3s2 3p0 (2+): 0.880271, 0.878782 Ha; 23.9534, 23.9129 eV
pseudo minus all-electron (mHa): rc 1.9; rc 1.9 with core in xc; rc 2.4
3s1 3p3: -0.134; 0.078; 0.053 mHa
3s2 3p1 (+): -0.165; -0.113; -0.303 mHa
3s1 3p2 (+): -0.532; -0.080; -0.251 mHa
3s2 3p0 (2+): -1.489; -0.821; -2.492 mHa
all assertions hold
```
